# Intervalley Fourier component of a Gaussian confinement potential in monolayer MoS2

## Problem

An electron in monolayer MoS2 is confined by the potential

$$V(\mathbf r)=-V_0\,e^{-r^2/2\sigma^2},\qquad r^2=x^2+y^2,$$

with $\sigma=0.5$ nm. Here $\sigma$ is the standard deviation along one axis; the full width at half depth is $2\sqrt{2\ln2}\,\sigma=1.18$ nm. The Fourier component is defined by

$$\tilde V(\mathbf q)=\int V(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^2r .$$

The conduction-band minima lie at the corners $K$ and $K'$ of the hexagonal Brillouin zone. Take the lattice constant as $a=0.316$ nm, a rough typical value.

(a) Find the shortest wavevector $Q$ that joins the two valleys.

(b) Calculate $\tilde V(Q)/\tilde V(0)$.

(c) Explain why the ratio is so small, and say what it does and does not imply for the coupling of the valleys.

## First estimate by scaling

The potential contains one energy, $V_0$, and one length, $\sigma$. Dimensional analysis therefore gives

$$\tilde V(q)=\tilde V(0)\,f(s),\qquad s=q\sigma,\qquad f(0)=1 .$$

The valleys are separated by a wavevector of order $4/a$, since the zone corner lies at $4\pi/3a$. With $\sigma/a\approx1.58$ the distance $4\pi/3a$ gives $s\approx6.6$. The phase factor turns through many radians across the potential, so strong cancellation is expected.

The form of $f$ follows from two symmetries. The Gaussian is a product of a function of $x$ and the same function of $y$, so its transform is also a product. It is isotropic, so the transform depends on $s_x^2+s_y^2$ alone. Together these give

$$f\!\left(\sqrt{s_x^2+s_y^2}\right)=f(s_x)\,f(s_y).$$

Setting $s_x=s_y$ shows that $f$ is a square, hence not negative. Nor can it vanish: a zero at $s$ would imply one at $s/\sqrt2$, then at $s/2$, and so on down to the origin, where $f=1$. We may therefore write $f(s)=e^{h(s^2)}$, and the condition becomes $h(u+v)=h(u)+h(v)$. The continuous solutions are linear, so

$$f(s)=e^{-cs^2},$$

with $c>0$ because the phase factor reduces the integral.

Scaling leaves $c$ open, apart from the expectation that it is of order one. With $s^2\approx44$, the choice $c=1$ gives about $10^{-19}$, while $c=1/4$ gives about $2\times10^{-5}$. The estimate establishes an extreme suppression but not its size: an uncertain factor in an exponent is an uncertain number of decades.

## Exact solution

### The intervalley wavevector

Take the lattice vectors $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}{2})$. The reciprocal vectors satisfying $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$ are

$$\mathbf b_1=\frac{2\pi}{a}\left(1,-\frac1{\sqrt3}\right),\qquad
\mathbf b_2=\frac{2\pi}{a}\left(0,\frac2{\sqrt3}\right).$$

One zone corner is

$$\mathbf K=\frac{2\mathbf b_1+\mathbf b_2}{3}=\left(\frac{4\pi}{3a},0\right),\qquad \mathbf K'=-\mathbf K .$$

The literal difference $\mathbf K-\mathbf K'=2\mathbf K$ has length $8\pi/3a$. In a crystal, however, wavevectors that differ by a reciprocal lattice vector $\mathbf G$ connect the same two Bloch states. Since $3\mathbf K=2\mathbf b_1+\mathbf b_2$ is itself a reciprocal lattice vector, $2\mathbf K$ is equivalent to $-\mathbf K$. The connecting wavevectors are thus the set $-\mathbf K+\mathbf G$.

Their lengths are the distances from $\mathbf K$ to the points $\mathbf G$. A point of the first Brillouin zone is at least as close to the origin as to any other $\mathbf G$, so no length is below $|\mathbf K|$. A corner is equally distant from three reciprocal lattice points, here $0$, $\mathbf b_1$ and $\mathbf b_1+\mathbf b_2$. There are therefore three shortest connecting wavevectors,

$$\mathbf Q_1=Q(-1,0),\qquad \mathbf Q_{2,3}=Q\left(\tfrac12,\pm\tfrac{\sqrt3}{2}\right),$$

$$Q=\frac{4\pi}{3a}=\frac{12.566}{0.948\ \text{nm}}=13.256\ \text{nm}^{-1}.$$

### The Fourier component

Because the Gaussian factorizes, one integral suffices:

$$I(q)=\int_{-\infty}^{\infty}e^{-x^2/2\sigma^2}\cos(qx)\,dx .$$

The sine part vanishes by parity. Differentiate with respect to $q$:

$$\frac{dI}{dq}=-\int x\,e^{-x^2/2\sigma^2}\sin(qx)\,dx .$$

Now use $x\,e^{-x^2/2\sigma^2}=-\sigma^2\,\dfrac{d}{dx}e^{-x^2/2\sigma^2}$ and integrate by parts. The boundary terms vanish, leaving

$$\frac{dI}{dq}=\sigma^2\int\left(\frac{d}{dx}e^{-x^2/2\sigma^2}\right)\sin(qx)\,dx=-\sigma^2q\,I(q).$$

The solution is $I(q)=I(0)\,e^{-\sigma^2q^2/2}$, with $I(0)=\sqrt{2\pi}\,\sigma$. Multiplying the $x$ and $y$ factors and the prefactor $-V_0$,

$$\tilde V(\mathbf q)=-V_0\,I(q_x)I(q_y)=-2\pi\sigma^2V_0\,e^{-\sigma^2q^2/2}.$$

The depth and its sign cancel in the ratio:

$$\boxed{\frac{\tilde V(Q)}{\tilde V(0)}=e^{-\sigma^2Q^2/2}=\exp\!\left(-\frac{8\pi^2\sigma^2}{9a^2}\right)}$$

For the given numbers, $Q\sigma=13.256\times0.5=6.628$ and $(Q\sigma)^2/2=21.96$, so

$$\frac{\tilde V(Q)}{\tilde V(0)}=2.9\times10^{-10}.$$

Direct quadrature of the two-dimensional integral gives the same value. For a chosen depth $V_0=0.3$ eV, the zero-wavevector component is $-0.471$ eV nm² and the intervalley component is $-1.4\times10^{-10}$ eV nm².

## Comparison of the two

Scaling and symmetry gave the form $e^{-cs^2}$ correctly; the integral supplies $c=\tfrac12$. The guess $c=1$ was wrong by a factor of two in the exponent, and so by more than nine decades in the ratio.

The same sensitivity applies to the input data. From $\ln(\text{ratio})=-8\pi^2\sigma^2/9a^2$,

$$\frac{d\ln(\text{ratio})}{d\ln a}=Q^2\sigma^2\approx44,\qquad \frac{d\ln(\text{ratio})}{d\ln\sigma}=-Q^2\sigma^2\approx-44 .$$

A lattice constant larger by 1%, at fixed $\sigma$, multiplies the ratio by 1.54. With rough inputs, only the order of magnitude, a few times $10^{-10}$, is meaningful. Using the unreduced wavevector $2\mathbf K$ would multiply the exponent by four and give $7\times10^{-39}$, missing the leading contribution altogether.

Two limits show the range of the formula. For $Q\sigma\ll1$ the ratio is $1-Q^2\sigma^2/2$: a potential much narrower than the lattice spacing supplies the intervalley wavevector almost as strongly as the zero one. The ratio reaches $10^{-3}$ at $\sigma=\sqrt{2\ln10^3}/Q=0.28$ nm, still slightly less than one lattice constant. At $\sigma=10$ nm it is a power of ten with an exponent of about $-3800$. Such a number means that an ideal Gaussian of this width has no practical intervalley component; even a small departure from the Gaussian shape can then decide the result.

## Why the suppression is so extreme

### Cancellation

Along $\mathbf Q$ the phase repeats every $2\pi/Q=3a/2=0.474$ nm, slightly less than $\sigma$. The ratio is the average of $\cos(Qx)$ over a normalized Gaussian. Let $P$ be the contribution of the positive lobes of the cosine and $N$ the magnitude of the negative ones. Then $P-N$ is the ratio, while $P+N$ is the average of $|\cos(Qx)|$. Over a full period that average is $2/\pi$. The remaining Fourier terms of $|\cos(Qx)|$ start at wavevector $2Q$ and, by the formula above, are suppressed by $e^{-2Q^2\sigma^2}$. Hence $P$ and $N$ are both close to $1/\pi$. Integrating lobe by lobe gives

$$P=0.318309886328,\qquad N=0.318309886039,$$

whose difference is $2.9\times10^{-10}$. The potential is not weak; its contributions cancel to nine decimal places.

### Smoothness

Several oscillations within the potential do not by themselves produce such a cancellation. Compare a hard-edged disc of constant depth and radius $R$, with the standard deviation along one axis held fixed. For the disc $\langle x^2\rangle=\langle r^2\rangle/2=R^2/4$, so $R=2\sigma=1$ nm. Its ratio is

$$\frac{2}{R^2}\int_0^R J_0(Qr)\,r\,dr=\frac{2J_1(QR)}{QR},$$

because $\dfrac{d}{dz}[zJ_1(z)]=zJ_0(z)$. For large argument $J_1(z)\approx\sqrt{2/\pi z}\,\cos(z-3\pi/4)$, so the ratio oscillates with amplitude

$$2\sqrt{\frac2\pi}\,(QR)^{-3/2}=0.033 .$$

The value at $R=1$ nm is $-0.0022$, smaller than the amplitude because $QR=13.26$ lies near a zero of $J_1$. The amplitude is the fairer measure, and it exceeds the Gaussian ratio by a factor of $10^8$.

The difference lies in the edge. Integrating $\tilde V$ by parts $n$ times along $\mathbf Q$ gives, for a smooth potential whose derivatives are integrable and, like the potential itself, vanish at infinity,

$$|\tilde V(Q)|\le\frac1{Q^n}\int\left|\frac{\partial^nV}{\partial x^n}\right|d^2r .$$

For the Gaussian this holds for every $n$, so the transform falls faster than any power of $1/Q$. The disc has a jump, its derivatives are not integrable functions, and the argument stops early; what remains is a power law. An edge that is mathematically smooth but much steeper than $1/Q=0.075$ nm acts almost like a sharp one, and modest rounding helps little. Convolving the disc with a normalized Gaussian of standard deviation $w$ multiplies its ratio by $e^{-Q^2w^2/2}$. This is only $0.61$ at $w=1/Q$, and bringing the amplitude $0.033$ down to $3\times10^{-10}$ takes $w\approx6/Q=0.46$ nm, nearly $\sigma$ itself. Nor does smoothness fix the rate of decay: the bound says only that the transform beats every power. The profile $(1+r^2/d^2)^{-3/2}$ is also infinitely smooth, but its ratio is $e^{-Qd}$. At the same full width as our Gaussian, $d=0.77$ nm, this is $4\times10^{-5}$, about $10^5$ times larger. The value $3\times10^{-10}$ belongs to the Gaussian shape in particular.

## From the Fourier component to valley coupling

The ratio describes the bare potential. The matrix element between electron states also contains the lattice, the envelope and the spin.

### Position of the dot in the lattice

Build the conduction-band state in each valley from one metal orbital per cell, and keep on-site terms with the orbital treated as point-like. Apart from normalization, the coupling for a dot centred at $\mathbf r_0$ is $\sum_{\mathbf R}V(\mathbf R-\mathbf r_0)e^{-i(\mathbf K-\mathbf K')\cdot\mathbf R}$. With $A$ the cell area, the identity $\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)=A^{-1}\sum_{\mathbf G}e^{-i\mathbf G\cdot\mathbf r}$ turns it into

$$\frac1A\sum_{\mathbf G}\tilde V(\mathbf K-\mathbf K'+\mathbf G)\,e^{-i(\mathbf K-\mathbf K'+\mathbf G)\cdot\mathbf r_0}.$$

The three shortest wavevectors dominate. Relative to the corresponding sum without the valley phase, which is $\tilde V(0)/A$ to the same accuracy, the magnitude is

$$e^{-\sigma^2Q^2/2}\left|\sum_{j=1}^3e^{-i\mathbf Q_j\cdot\mathbf r_0}\right| .$$

For a dot centred on a metal site the last factor is 3. At the centre of a triangle of metal sites, $\mathbf r_0=(\mathbf a_1+\mathbf a_2)/3$, the products $\mathbf Q_j\cdot\mathbf r_0$ are $-2\pi/3$, $2\pi/3$ and $0$, and the factor is $1+2\cos(2\pi/3)=0$. Direct sums over lattice sites give 3.0000 and 0.0000. Within this orbital model, moving the dot by a fraction of a cell can therefore switch the coupling off.

### The envelope

In first order the coupling contains $|F|^2V$ rather than $V$, where $F$ is the bound-state envelope. In a one-band model with a rough mass of $0.5\,m_0$ and $V_0=0.3$ eV, the bound state lies at $-0.034$ eV and has an rms radius of 1.40 nm. The intervalley component of $|F|^2V$, relative to its zero-wavevector component, is $6\times10^{-5}$: about $2\times10^5$ times the bare ratio. A larger basis and box change it by a relative $4\times10^{-9}$, so this is a property of the model and not a numerical artefact.

Part of the increase comes from narrowing. If $F$ were a Gaussian $e^{-r^2/2\ell^2}$ with $\ell=1.40$ nm, the product would have the width $\sigma_{\rm e}$ given by $1/\sigma_{\rm e}^2=1/\sigma^2+2/\ell^2$, and the ratio would be about $2.5\times10^{-8}$. The true envelope has more weight at large wavevector. With $T=\hbar^2/2m^*$, its Schrödinger equation in Fourier space reads

$$(Tk^2+|E|)\,\tilde F(\mathbf k)=-\widetilde{(VF)}(\mathbf k),$$

so the potential itself feeds large-$k$ components into $F$. The wavevector $Q$ can then be shared among the two factors $F$ and the factor $V$. An equal split replaces $Q^2$ in the exponent by $3(Q/3)^2=Q^2/3$, at the price of two energy denominators. This shows how a much weaker suppression can arise, though it is not a calculation of the number.

The figure needs caution. With $T\approx0.076$ eV nm², the parabolic kinetic energy is about 1.5 eV at $Q/3$ and 13 eV at $Q$, far outside the validity of a one-band effective mass. The calculation shows that the bare ratio must not be used as the ratio of matrix elements; it does not fix the latter reliably.

For a dot on a metal site, the mean potential energy in the bound state, $-0.089$ eV, gives within this model a coupling of magnitude $3\times0.089\times6\times10^{-5}\approx2\times10^{-5}$ eV between states of equal spin. The same caution applies to this figure.

### Spin

The two degenerate band-edge states, one in each valley, have opposite spin and are Kramers partners, $\psi$ and $\Theta\psi$, where $\Theta$ is time reversal. It is antiunitary, so $\langle\alpha|\beta\rangle=\langle\Theta\beta|\Theta\alpha\rangle$, and $\Theta^2=-1$ for one electron. If $V$ is Hermitian and commutes with $\Theta$,

$$\langle\Theta\psi|V\psi\rangle=\langle\Theta V\psi|\Theta^2\psi\rangle=-\langle V\Theta\psi|\psi\rangle=-\langle\Theta\psi|V\psi\rangle=0 .$$

An electrostatic potential thus does not mix this pair, however sharp it is. Mixing them requires broken time reversal, for example by a magnetic impurity or a magnetic field, together with a process that changes both valley and spin. The coupling estimated above joins states of equal spin, which the conduction-band spin splitting separates in energy by a few meV, as a rough value.

## Relation to real devices

A standard deviation of 0.5 nm is far from typical for a gate-defined dot, whose confinement extends over tens of nanometres; it is closer to the scale of an atomic defect. A gate potential is smooth but not Gaussian. Across a charge-free spacer of thickness $d$ it obeys Laplace's equation, so its component at wavevector $Q$ falls roughly as $e^{-Qd}$. For $d=10$ nm this is about $10^{-58}$: far above the Gaussian figure for that length, but still negligible. The assumption that real samples break is that the smooth potential is the sole one present: vacancies, substituted atoms and flake edges vary on the atomic scale. For a potential of the size treated here, replacing the Gaussian profile by a sharp edge raises the bare ratio from $3\times10^{-10}$ to the order of $10^{-2}$, except at radii close to a zero of $J_1$. The matrix element gains far less than this, because the envelope already lifts the Gaussian value, but it still gains. Intervalley coupling between states of equal spin should therefore be sought first in such atomic-scale features. The remaining values are listed in the numerical output.

## Table of computed values

```
INPUTS
lattice constant a = 0.316 nm
standard deviation sigma = 0.50 nm
full width at half depth = 1.177 nm
depth V0 = 0.30 eV
effective mass = 0.50 m0
MAIN RESULT
shortest intervalley wavevector Q = 13.256 1/nm
number of shortest wavevectors = 3
phase period 2 pi/Q = 0.474 nm
Q sigma = 6.628 (no unit)
exponent (Q sigma)^2/2 = 21.964 (no unit)
zero-wavevector component = -0.4712 eV nm^2
intervalley component = -1.363e-10 eV nm^2
ratio, formula = 2.8915e-10 (no unit)
ratio, 2D quadrature = 2.8915e-10 (no unit)
WHY IT IS SO SMALL
sum of positive lobes = 0.318309886328 (no unit)
sum of negative lobes = 0.318309886039 (no unit)
difference of lobes = 2.891e-10 (no unit)
hard disc radius = 1.00 nm
hard disc ratio = -2.245e-03 (no unit)
hard disc oscillation amplitude = 3.306e-02 (no unit)
disc amplitude / Gaussian ratio = 1.14e+08
sigma for ratio 1e-3 = 0.280 nm
log10 of ratio at sigma = 10 nm: -3816
CHECKS ON THE MODEL
unreduced wavevector 2K = 26.511 1/nm
ratio if 2K is used = 6.99e-39 (no unit)
ratio multiplier for a larger by 1% = 1.542
lattice factor, centre on metal site = 3.0000
lattice factor, triangle centre = 0.0000
lattice factor, centre (0.06, 0.03) nm = 2.4357
bound-state energy = -0.03374 eV
energy shift, larger basis and box = 5.9e-10 eV
rms radius of envelope = 1.40 nm
mean potential in bound state = -0.0887 eV
ratio with envelope = 6.151e-05 (no unit)
its relative shift, larger basis and box = 4.1e-09
envelope ratio / bare ratio = 2.127e+05
coupling with envelope, metal site = 1.64e-05 eV
Kramers element, invariant matrix = 1.2e-16
Kramers element, control matrix = 3.89
```
